# Collapse thresholds of the two-dimensional adiabatic Holstein polaron: a numerical check

```python
"""
Two-dimensional adiabatic Holstein polaron: collapse threshold.

Energy above the band bottom, lengths in lattice spacings a:
    E[psi] = t * int |grad psi|^2 - Ep * int |psi|^4,   int |psi|^2 = 1
t  : hopping energy;  Ep : relaxation energy of an electron held on one site.
Result under test: a Gaussian collapses for Ep > 2 pi t; the true continuum
threshold is t * N_Q / 2 (about 5.85 t), N_Q being the norm of the nodeless
solution of  Q'' + Q'/r - Q + Q^3 = 0.  The lattice small polaron becomes the
ground state at a lower coupling, which is computed as well.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.special import ellipk, ive, j0

pi = np.pi


# ---------- continuum: trial functions by quadrature ----------
def radial_integrals(f, df, rmax):
    """Norm, gradient integral and quartic integral of a radial function."""
    def integral(g):
        return quad(lambda r: 2 * pi * r * g(r), 0, rmax,
                    epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    return (integral(lambda r: f(r)**2), integral(lambda r: df(r)**2),
            integral(lambda r: f(r)**4))


for width in (0.7, 1.0, 2.5):
    norm, grad, quart = radial_integrals(
        lambda r: np.exp(-r**2 / (2 * width**2)) / (np.sqrt(pi) * width),
        lambda r: -r / width**2 * np.exp(-r**2 / (2 * width**2))
        / (np.sqrt(pi) * width), 12 * width)
    assert abs(norm - 1) < 1e-8
    assert abs(grad - 1 / width**2) < 1e-8
    assert abs(quart - 1 / (2 * pi * width**2)) < 1e-8
gauss_threshold = grad * norm / quart
assert abs(gauss_threshold - 2 * pi) < 1e-7

norm, grad, quart = radial_integrals(
    lambda r: 1 / np.cosh(r), lambda r: -np.tanh(r) / np.cosh(r), 30)
sech_threshold = grad * norm / quart
ln2 = np.log(2)
assert abs(sech_threshold
           - 2 * pi * ln2 * (1 + 2 * ln2) / (4 * ln2 - 1)) < 1e-7


# ---------- continuum: exact profile by shooting ----------
def profile_rhs(r, y):
    q, dq = y[0], y[1]
    return [dq, -dq / r + q - q**3, 2 * pi * r * q**2,
            2 * pi * r * dq**2, 2 * pi * r * q**4, 2 * pi * r**3 * q**2]


def crosses_zero(r, y):
    return y[0]


def turns_up(r, y):
    return y[1]


crosses_zero.terminal, crosses_zero.direction = True, -1
turns_up.terminal, turns_up.direction = True, 1


def shoot(q0, rtol=1e-10, dense=False):
    r0 = 1e-4
    curvature = (q0 - q0**3) / 2
    start = [q0 + curvature * r0**2 / 2, curvature * r0, 0, 0, 0, 0]
    return solve_ivp(profile_rhs, (r0, 40), start, method="DOP853",
                     rtol=rtol, atol=1e-12, dense_output=dense,
                     events=(crosses_zero, turns_up))


scan = [len(shoot(q0, 1e-7).t_events[0]) > 0
        for q0 in np.linspace(1.1, 8.0, 40)]
assert not scan[0] and scan[-1]
assert sum(a != b for a, b in zip(scan[:-1], scan[1:])) == 1

low, high = 1.5, 3.0
for _ in range(48):
    middle = (low + high) / 2
    if len(shoot(middle).t_events[0]):
        high = middle
    else:
        low = middle
profile = shoot(low, dense=True)
norm_q, grad_q, quart_q, second_moment = profile.y[2:, -1]
assert abs(grad_q / norm_q - 1) < 1e-5
assert abs(quart_q / norm_q - 2) < 1e-5
exact_threshold = norm_q / 2
rms_q = np.sqrt(second_moment / norm_q)
assert 2 < exact_threshold < sech_threshold < gauss_threshold

# independent value: minimise the quotient in a basis of Gaussians
alpha = 0.06 * 2.1**np.arange(6)
pair = alpha[:, None] + alpha[None, :]
overlap = pi / pair
gradient = 4 * pi * np.outer(alpha, alpha) / pair**2
quartic = pi / (pair[:, :, None, None] + pair[None, None, :, :])


def basis_quotient(c):
    cc = np.outer(c, c)
    return (np.sum(cc * overlap) * np.sum(cc * gradient)
            / np.einsum("ij,ijkl,kl", cc, quartic, cc))


basis_threshold = minimize(basis_quotient, [0.1, 0.3, 1, 0.3, 0.1, 0.1],
                           method="BFGS").fun
assert -1e-5 < basis_threshold - exact_threshold < 5e-3


# ---------- lattice ----------
def kinetic_matrix(size, dim):
    """Hopping energy above the band bottom, in units of t."""
    line = 2 * np.eye(size) - np.eye(size, k=1) - np.eye(size, k=-1)
    total = np.zeros((size**dim, size**dim))
    for axis in range(dim):
        total += np.kron(np.kron(np.eye(size**axis), line),
                         np.eye(size**(dim - 1 - axis)))
    return total


def lattice_threshold(size, dim):
    """Lowest Ep/t at which some lattice state reaches the band bottom."""
    kin = kinetic_matrix(size, dim)
    steps = np.abs(np.arange(size) - size // 2)
    distance = sum(np.meshgrid(*[steps] * dim, indexing="ij")).ravel()

    def quotient(psi):
        kpsi = kin @ psi
        kin_e, nrm, qrt = psi @ kpsi, psi @ psi, np.sum(psi**4)
        value = kin_e * nrm / qrt
        return value, value * (2 * kpsi / kin_e + 2 * psi / nrm
                               - 4 * psi**3 / qrt)
    return minimize(quotient, np.exp(-1.5 * distance), jac=True,
                    method="L-BFGS-B",
                    options={"ftol": 1e-14, "gtol": 1e-9,
                             "maxiter": 2000}).fun


SIZE = 15
CENTRE = (SIZE * SIZE) // 2
kin2d = kinetic_matrix(SIZE, 2)


def total_energy(potential, t, ep):
    """Elastic energy plus lowest electron level, above the band bottom."""
    level = eigh(t * kin2d + np.diag(potential), eigvals_only=True,
                 subset_by_index=[0, 0])[0]
    return level + np.sum(potential**2) / (4 * ep)


def relaxed_polaron(t, ep):
    """Relax the lattice around the electron until self-consistent."""
    density = np.zeros(SIZE * SIZE)
    density[CENTRE] = 1
    for _ in range(400):
        vec = eigh(t * kin2d - 2 * ep * np.diag(density),
                   subset_by_index=[0, 0])[1][:, 0]
        change = np.max(np.abs(vec**2 - density))
        density = vec**2
        if change < 1e-11:
            break
    assert change < 1e-8
    return total_energy(-2 * ep * density, t, ep), density


threshold_2d = lattice_threshold(SIZE, 2)
threshold_3d = lattice_threshold(9, 3)
assert threshold_2d < 4 and threshold_2d < exact_threshold
assert threshold_3d < 6
assert abs(relaxed_polaron(1.0, threshold_2d)[0]) < 1e-5
assert relaxed_polaron(1.0, threshold_2d + 0.1)[0] < 0
assert relaxed_polaron(1.0, threshold_2d - 0.1)[0] > 0

# energy along a family of lattice packets, from wide to narrow
grid = np.arange(-45, 46)
radius = np.hypot(*np.meshgrid(grid, grid))
r_table = np.linspace(profile.t[0], profile.t[-1], 20001)
q_table = profile.sol(r_table)[0]


def packet_energy(psi, ep):
    psi = psi / np.sqrt(np.sum(psi**2))
    padded = np.pad(psi, 1)
    kin_e = sum(np.sum(np.diff(padded, axis=ax)**2) for ax in (0, 1))
    return kin_e - ep * np.sum(psi**4)


scales = np.linspace(0.3, 5.0, 48)
packets = [np.interp(radius / s, r_table, q_table, right=0.0) for s in scales]
path_weak = np.array([packet_energy(p, 4.5) for p in packets])
path_strong = np.array([packet_energy(p, 6.0) for p in packets])
assert path_weak[0] < 0 < path_weak[-1] < path_weak.max()
assert path_strong.max() < 0


def gauss_lattice(width, ep, sampling=0.0):
    """Energy/t of a site-centred Gaussian; sampling corrects the site sum."""
    return (4 * (1 - np.exp(-1 / (4 * width**2)))
            - ep / (2 * pi * width**2) * (1 + sampling)**2)


for width in (1.2, 1.5, 2.0, 3.0):
    direct = packet_energy(np.exp(-radius**2 / (2 * width**2)), 6.0)
    # leading difference between a sum over sites and an integral, per axis
    site_sum = 2 * np.exp(-pi**2 * width**2 / 2)
    assert abs(direct - gauss_lattice(width, 6.0, site_sum)) < 3e-5
    if width >= 1.5:
        assert abs(direct - gauss_lattice(width, 6.0)) < 1e-4

# ---------- worked example: energies in eV, lengths in nm ----------
a, t, ep, phonon = 0.4, 0.10, 0.60, 0.05
temperature, field_mv_cm = 358.0, 1.0
eps_fast, eps_static = 6.0, 50.0
ev = const.e
kt = const.k * temperature / ev
mass = const.hbar**2 / (2 * t * ev * (a * 1e-9)**2) / const.m_e
ratio = ep / t
assert exact_threshold < ratio < gauss_threshold

rms = 3 * a
e_gauss = t * (a / rms)**2 * (1 - ratio / gauss_threshold)
scale_q = rms / rms_q
e_exact = t * (a / scale_q)**2 * (1 - ratio / exact_threshold)
e_gauss_lat = t * gauss_lattice(rms / a, ratio)
e_exact_lat = t * packet_energy(
    np.interp(radius * a / scale_q, r_table, q_table, right=0.0), ratio)
assert e_gauss > 0 > e_exact and e_gauss_lat > 0 > e_exact_lat
widths = np.linspace(1.5, 12, 4000)
gauss_path = t * gauss_lattice(widths, ratio)
gauss_barrier = gauss_path.max()
barrier_width = widths[gauss_path.argmax()] * a
assert 0 < gauss_path.argmax() < len(widths) - 1

e_polaron, density = relaxed_polaron(t, ep)
binding = -e_polaron

# softening of lattice vibrations around the polaron
potential = -2 * ep * density
levels, states = eigh(t * kin2d + np.diag(potential))
mix = states[:, [0]] * states[:, 1:]
stiffness = (np.eye(SIZE * SIZE)
             + 4 * ep * (mix / (levels[0] - levels[1:])) @ mix.T)
step = 1e-3
shift = np.zeros(SIZE * SIZE)
shift[CENTRE] = step
second = (total_energy(potential + shift, t, ep)
          - 2 * total_energy(potential, t, ep)
          + total_energy(potential - shift, t, ep)) / step**2
assert abs(2 * ep * second - stiffness[CENTRE, CENTRE]) < 1e-4
soft = np.linalg.eigvalsh(stiffness)
assert soft.min() > 0
zero_point = 0.5 * phonon * np.sum(np.sqrt(soft) - 1)

# second-order phonon shift of the band electron
above = 4 * t + phonon
green = 2 / (pi * above) * ellipk((4 * t / above)**2)
k = 2 * pi * (np.arange(600) + 0.5) / 600
band = 2 * t * (2 - np.cos(k)[:, None] - np.cos(k)[None, :])
assert abs(np.mean(1 / (band + phonon)) / green - 1) < 1e-6
band_shift = -ep * phonon * green

# the second-order rule against a diagonalised two-site model
n_ph, weak = 7, 1e-3 * t
lower = np.diag(np.sqrt(np.arange(1, n_ph)), 1)
one, number = np.eye(n_ph), np.diag(np.arange(n_ph))
coupling = np.sqrt(weak * phonon)
hop = np.array([[0, -t], [-t, 0]])
two_site = (np.kron(hop, np.eye(n_ph**2))
            + phonon * np.kron(np.eye(2), np.kron(number, one)
                               + np.kron(one, number))
            + coupling * np.kron(np.diag([1, 0]), np.kron(lower + lower.T, one))
            + coupling * np.kron(np.diag([0, 1]), np.kron(one, lower + lower.T)))
exact_shift = np.linalg.eigvalsh(two_site)[0] + t
rule = -weak * phonon * 0.5 * (1 / phonon + 1 / (2 * t + phonon))
assert abs(exact_shift / rule - 1) < 5e-3
binding_quantum = binding + band_shift - zero_point

# thermal release into the band
band_weight = ive(0, 2 * t / kt)**2
assert abs(np.mean(np.exp(-band / kt)) / band_weight - 1) < 1e-8


def free_fraction(bind):
    return band_weight / (band_weight + np.exp(bind / kt))


# long-range polar coupling of a Gaussian packet: energy -C/L
kk = np.linspace(0, 12, 601)
rr = np.linspace(0, 7, 1401)
rho_k = simpson(2 * rr * np.exp(-rr**2) * j0(np.outer(kk, rr)), x=rr, axis=1)
mean_inverse = simpson(rho_k**2, x=kk)
assert abs(mean_inverse - np.sqrt(pi / 2)) < 1e-6
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e9
polar_c = 0.5 * coulomb * (1 / eps_fast - 1 / eps_static) * np.sqrt(pi / 2)
polar_width = 2 * t * a**2 / polar_c
trial_l = np.linspace(0.3, 3, 20001) * polar_width
trial_e = t * a**2 / trial_l**2 - polar_c / trial_l
assert abs(trial_l[trial_e.argmin()] / polar_width - 1) < 1e-3

field_drop = field_mv_cm * 0.1 * a


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("-- continuum thresholds, Ep/t --")
show("Gaussian trial", gauss_threshold, digits=6)
show("sech trial", sech_threshold, digits=6)
show("six-Gaussian variational", basis_threshold, digits=6)
show("exact, N_Q/2", exact_threshold, digits=6)
show("central value Q(0)", low, digits=6)
show("norm N_Q", norm_q, digits=6)
show("gradient integral / N_Q", grad_q / norm_q, digits=6)
show("quartic integral / N_Q", quart_q / norm_q, digits=6)
show("rms radius of Q", rms_q, digits=5)
show("Gaussian excess over exact", 100 * (gauss_threshold / exact_threshold - 1), "%", 3)
print("-- lattice, units of t --")
show("small polaron meets band bottom, square, Ep/t", threshold_2d, digits=5)
show("same, simple cubic, Ep/t", threshold_3d, digits=5)
show("highest energy on Q path, Ep = 4.5 t", path_weak.max(), "t", 3)
show("highest energy on Q path, Ep = 6 t", path_strong.max(), "t", 3)
print("-- example inputs --")
show("spacing a", a, "nm")
show("hopping t", t, "eV")
show("relaxation energy Ep", ep, "eV")
show("phonon quantum", phonon, "eV")
show("temperature", temperature, "K")
show("field", field_mv_cm, "MV/cm")
show("fast dielectric constant", eps_fast)
show("static dielectric constant", eps_static)
print("-- example results --")
show("band mass", mass, "electron masses", 3)
show("Ep/t", ratio)
show("exact continuum threshold", exact_threshold * t, "eV")
show("Gaussian threshold", gauss_threshold * t, "eV")
show("lattice ground-state threshold", threshold_2d * t, "eV")
show("rms radius of compared packets", rms, "nm")
show("Gaussian energy, continuum", 1e3 * e_gauss, "meV", 3)
show("exact-profile energy, continuum", 1e3 * e_exact, "meV", 3)
show("Gaussian energy, lattice", 1e3 * e_gauss_lat, "meV", 3)
show("exact-profile energy, lattice", 1e3 * e_exact_lat, "meV", 3)
show("Gaussian barrier on lattice", 1e3 * gauss_barrier, "meV", 3)
show("width L at that barrier", barrier_width, "nm", 3)
show("small-polaron binding, adiabatic", binding, "eV")
show("occupation of central site", density[CENTRE])
print("-- neglected effects --")
show("zero-point shift of polaron", 1e3 * zero_point, "meV", 3)
show("second-order shift of band electron", 1e3 * band_shift, "meV", 3)
show("binding after both shifts", binding_quantum, "eV", 3)
show("thermal energy kT", 1e3 * kt, "meV", 3)
show("free fraction, adiabatic binding", free_fraction(binding), digits=2)
show("free fraction, shifted binding", free_fraction(binding_quantum), digits=2)
show("field drop per site", 1e3 * field_drop, "meV", 3)
show("sites for field drop to equal binding", binding / field_drop, digits=3)
show("polar coefficient C", polar_c, "eV nm", 3)
show("polar energy at L = a", -polar_c / a, "eV", 3)
show("width from polar coupling alone", polar_width, "nm", 3)
print("done: every assertion held")
```

Output:

```
-- continuum thresholds, Ep/t --
Gaussian trial: 6.28319
sech trial: 5.86302
six-Gaussian variational: 5.85045
exact, N_Q/2: 5.85045
central value Q(0): 2.2062
norm N_Q: 11.7009
gradient integral / N_Q: 1
quartic integral / N_Q: 2
rms radius of Q: 1.0897
Gaussian excess over exact: 7.4 %
-- lattice, units of t --
small polaron meets band bottom, square, Ep/t: 3.3396
same, simple cubic, Ep/t: 5.4076
highest energy on Q path, Ep = 4.5 t: 0.0657 t
highest energy on Q path, Ep = 6 t: -0.00133 t
-- example inputs --
spacing a: 0.4 nm
hopping t: 0.1 eV
relaxation energy Ep: 0.6 eV
phonon quantum: 0.05 eV
temperature: 358 K
field: 1 MV/cm
fast dielectric constant: 6
static dielectric constant: 50
-- example results --
band mass: 2.38 electron masses
Ep/t: 6
exact continuum threshold: 0.585 eV
Gaussian threshold: 0.6283 eV
lattice ground-state threshold: 0.334 eV
rms radius of compared packets: 1.2 nm
Gaussian energy, continuum: 0.501 meV
exact-profile energy, continuum: -0.337 meV
Gaussian energy, lattice: 0.348 meV
exact-profile energy, lattice: -0.664 meV
Gaussian barrier on lattice: 0.413 meV
width L at that barrier: 0.931 nm
small-polaron binding, adiabatic: 0.2342 eV
occupation of central site: 0.9694
-- neglected effects --
zero-point shift of polaron: -1.61 meV
second-order shift of band electron: -94.9 meV
binding after both shifts: 0.141 eV
thermal energy kT: 30.9 meV
free fraction, adiabatic binding: 1.3e-05
free fraction, shifted binding: 0.00027
field drop per site: 40 meV
sites for field drop to equal binding: 5.85
polar coefficient C: 0.132 eV nm
polar energy at L = a: -0.331 eV
width from polar coupling alone: 0.242 nm
done: every assertion held
```
